# When the slope of ionic conductivity is not the hopping barrier

## The argument under review

The argument concerns a pure crystal MX of singly charged ions, in which the cations carry the current. It has three steps.

1. A cation moves by crossing a barrier of enthalpy $E_m$, so its hop rate varies as $\exp(-E_m/kT)$.
2. The number of cations per volume is practically constant, so the conductivity $\sigma$ inherits its temperature dependence from the hop rate, apart from a factor $1/T$.
3. The slope of $\ln(\sigma T)$ against $1/kT$ is therefore $-E_m$. If the slope has magnitude 1.9 eV, the barrier is 1.9 eV.

The first step is sound. The second counts the wrong objects: a cation can make the hop considered here only if a neighbouring cation site is empty, so the carriers to be counted are vacancies. The question the argument has to answer is how their number depends on temperature, and what this adds to the slope.

I use atomic units in the algebra, with elementary charge 1 and $4\pi\varepsilon_0=1$, and keep $kT$ as an energy. I write $\beta=1/kT$ and define the activation energy at a given temperature by

$$E_{\rm act}=-\frac{d\ln(\sigma T)}{d\beta}.$$

The pressure is constant. Vacancies are dilute and, until stated otherwise, do not interact.

## How many vacancies there are

Suppose that the native defects are Schottky pairs. Creating one pair means moving one cation and one anion from the interior to new lattice sites at the surface, which leaves two vacancies that then sit anywhere on their own sublattices. The pair costs the free energy $g_S=h_S-Ts_S$. Here $s_S$ comes from changed lattice vibrations; the entropy of placing the vacancies is counted separately.

It pays to include divalent cation impurities from the start. Let the crystal contain $N$ anions, $M$ divalent cations and $N-2M$ monovalent cations. The total charge is $2M+(N-2M)-N=0$. With $n$ Schottky pairs there are $L=N+n$ sites on each sublattice. The anion sublattice has $n$ vacancies. The cation sublattice has $L-(N-M)=M+n$ vacancies, because each divalent ion replaces two monovalent ones. The number of arrangements is

$$W(n)=\frac{L!}{(N-2M)!\,M!\,(M+n)!}\;\frac{L!}{N!\,n!},$$

and the probability of $n$ pairs is proportional to $W(n)\exp(-\beta g_S n)$. For large numbers $d\ln x!/dx\simeq\ln x$. Since $L$ grows with $n$, the most probable $n$ satisfies

$$2\ln L-\ln(M+n)-\ln n-\beta g_S=0 .$$

With the site fractions $c_v=(M+n)/L$ for cation vacancies and $c_a=n/L$ for anion vacancies, this is

$$c_vc_a=K,\qquad K=e^{-\beta g_S}=e^{s_S/k}e^{-\beta h_S}.$$

In the pure crystal $M=0$, so neutrality makes the two fractions equal and

$$c_v=\sqrt K=e^{s_S/2k}\,e^{-\beta h_S/2}.$$

The pair enthalpy enters halved. It would be wrong to conclude that a cation vacancy costs $h_S/2$ by itself; the energy of a pair need not be divided equally. What is equal is the number of the two defects, and the square root follows from that.

The fluctuations show the same thing. For $M=0$ the second derivative of the log-probability is $2/L-2/n\simeq-2/n$, so $n$ has variance $n/2$. For independent events the variance would equal the mean; here two populations are forced to rise and fall together. Because the temperature enters the probability through $\exp(-\beta h_Sn)$, differentiating the mean gives

$$-\frac{d\ln\langle n\rangle}{d\beta}=h_S\frac{\operatorname{var}(n)}{\langle n\rangle}=\frac{h_S}{2}.$$

A direct sum over $n$ for a crystal with $10^9$ anions, using the example's parameters below, gives a ratio of variance to mean of 0.5000 at 1000 K.

I have taken $h_S$ and $s_S$ as constants. If they vary with temperature, the local slope still measures $h_S$ at that temperature, because

$$\frac{d}{d\beta}\left(\beta h_S-\frac{s_S}{k}\right)=h_S+\beta\frac{dh_S}{d\beta}-\frac1k\frac{ds_S}{d\beta}=h_S .$$

The last two terms cancel, since $dh_S=T\,ds_S$ at constant pressure.

## How fast they move

Here the argument's first step can be kept, with its prefactor made explicit. Along the jump of length $d$, let the ion of mass $m$ see the potential $V(x)=\tfrac12E_m[1-\cos(2\pi x/d)]$. The curvature at the well bottom is $2\pi^2E_m/d^2$, so the attempt frequency is

$$\nu=\frac1{2\pi}\sqrt{\frac{2\pi^2E_m}{md^2}}=\frac1d\sqrt{\frac{E_m}{2m}} .$$

The classical thermal flux in one direction over the saddle is the mean forward velocity, $\sqrt{kT/2\pi m}$, times the probability density at the saddle. In the harmonic approximation the well has effective length $\sqrt{2\pi kT/(2\pi^2E_m/d^2)}=\sqrt{kTd^2/\pi E_m}$. Their ratio is

$$\sqrt{\frac{kT}{2\pi m}}\sqrt{\frac{\pi E_m}{kTd^2}}=\frac1d\sqrt{\frac{E_m}{2m}}=\nu .$$

The two factors of $\sqrt{kT}$ cancel. If the motions transverse to the jump are softer at the saddle than in the well, the saddle has more room, which is expressed by a migration entropy $s_m$. The rate to one neighbour, with recrossings neglected, is

$$w=\nu\,e^{s_m/k}e^{-\beta E_m}.$$

In a rock-salt lattice with parameter $a$ the cation sites form a face-centred cubic lattice, and a vacancy has 12 jumps of length $d=a/\sqrt2$. Its mean square displacement grows at the rate $12wd^2=6a^2w$. In three dimensions this equals $6D_v$, so $D_v=a^2w$.

Now let a weak force $F$ act on the vacancy along $x$. Four jumps have $x$-component $+a/2$, four have $-a/2$ and four have zero. The saddle lies halfway, so the force changes the barrier by $\mp Fa/4$. The drift velocity is

$$v=4\,\frac a2\,w\left(e^{\beta Fa/4}-e^{-\beta Fa/4}\right)=4aw\sinh\frac{\beta Fa}{4}\simeq\beta a^2wF .$$

The velocity per unit force is $\beta D_v$. A cation vacancy has effective charge $-1$, so in an electric field both the force and the transported charge change sign, and the current follows the field. There are $4/a^3$ cation sites per volume, hence

$$\sigma=\frac{4c_v}{a^3}\,\frac{a^2w}{kT}=\frac{4c_vw}{a\,kT}.$$

The product $\sigma T$ contains the vacancy fraction times the hop rate. For the pure crystal,

$$\sigma T=\frac{4\nu}{ak}\,e^{s_m/k+s_S/2k}\,e^{-\beta(E_m+h_S/2)},\qquad E_{\rm act}=E_m+\frac{h_S}{2}.$$

This replaces the third step of the argument. The entropies raise the prefactor and leave the slope alone. If $\ln\sigma$ is plotted instead, the slope magnitude is $E_{\rm act}-kT$, because $d\ln T/d\beta=-kT$.

## When the original reading is right

The argument's conclusion, that the slope gives the barrier, does hold for a crystal whose vacancies are supplied by impurities and remain free, because the number of carriers is then fixed. Let $c_d=M/L$ be the site fraction of divalent cations. Neutrality gives $c_v=c_a+c_d$, and with $c_a=K/c_v$,

$$c_v^2-c_dc_v-K=0,\qquad c_v=\frac{c_d}2+\sqrt{\frac{c_d^2}4+K}.$$

The positive root is taken because $c_v$ is a fraction of sites. For the slope, differentiate $\ln c_v+\ln c_a=\ln K$ at fixed $c_d$. Then $dc_a=dc_v$, and

$$\frac{dc_v}{c_v}\left(1+\frac{c_v}{c_a}\right)=d\ln K .$$

Since $-d\ln K/d\beta=h_S$,

$$E_{\rm act}=E_m+h_S\,\frac{c_a}{c_a+c_v}.$$

When native defects dominate, $c_a\simeq c_v$ and half of $h_S$ is added. When dopants dominate, $c_a\ll c_v$ and the slope gives $E_m$. The two regimes meet where $\sqrt K=c_d$. There $c_v=\tfrac12(\sqrt5+1)c_d$ and $c_a=\tfrac12(\sqrt5-1)c_d$, so the weight of $h_S$ is $(\sqrt5-1)/2\sqrt5=0.276$.

A third case shows that the half belongs to neutrality and not to the defect. Let divalent anions replace some of the singly charged ones, so that $c_a=c_v+c_d'$, with $c_d'$ their fraction. The derivation of the slope is unchanged, but now $c_a\gg c_v$ is possible. The cation part of the current then has activation energy $E_m+h_S$: the anion vacancies are fixed in number, and the cation vacancies carry the full temperature dependence of $K$. This is a statement about the cation part alone, since the abundant anion vacancies may then carry most of the current.

## The numbers

Take the rough values $h_S=2.4$ eV, $s_S=8k$, $E_m=0.7$ eV, $s_m=2k$, $a=5.64$ Å and a cation mass of 23 u, which are in the regime of rock salt. The frequency formula gives $\nu=3.04\times10^{12}$ s$^{-1}$. At 1000 K, where $kT=0.08617$ eV, the pure crystal has

$$c_v=e^{4}e^{-1.2/0.08617}=4.89\times10^{-5},$$

$$w=3.04\times10^{12}\,e^{2}e^{-0.7/0.08617}=6.66\times10^{9}\ {\rm s^{-1}}.$$

Restoring the squared elementary charge in the conductivity gives $\sigma=4.3\times10^{-5}$ S/cm. The activation energy is

$$E_{\rm act}=0.7+\frac{2.4}{2}=1.9\ {\rm eV},$$

or 183 kJ/mol. This is the slope that the argument reads as a barrier. Inserting 1.9 eV in the hop-rate formula with an unchanged prefactor makes the rate too small by $\exp(1.2/0.08617)\simeq1.1\times10^6$. The slope of $\ln\sigma$ at the same temperature is 1.81 eV, so the choice of plot matters far less than the vacancy count.

The sum can be tested without the square-root law or the harmonic rate. I took the vacancies from the sum over $n$, the hop rate from a numerical integral of the flux over the cosine barrier with two softening transverse modes, and the drift from the 12 biased jumps. The slope fitted to the resulting $\ln(\sigma T)$ between 900 and 1050 K is 1.888 eV. It falls short of 1.9 eV by about 0.012 eV, close to the shift of $-0.013$ eV that the flux integral alone shows at 1000 K. At that temperature the ion reaches parts of the well where the cosine is flatter than a parabola and the transverse modes are already softer than at the bottom. Both effects give the well more room, and the integrated rate is 10 percent below the formula.

With 1 ppm of divalent cations ($c_d=10^{-6}$), the formulas give:

| $T$ (K) | $c_v$ | $c_a$ | $\sigma$ (S/cm) | $E_{\rm act}$ (eV) |
|---|---|---|---|---|
| 650 | $1.00\times10^{-6}$ | $7.3\times10^{-10}$ | $1.7\times10^{-8}$ | 0.702 |
| 800 | $2.09\times10^{-6}$ | $1.09\times10^{-6}$ | $3.0\times10^{-7}$ | 1.522 |
| 900 | $1.09\times10^{-5}$ | $9.9\times10^{-6}$ | $4.3\times10^{-6}$ | 1.842 |
| 1000 | $4.94\times10^{-5}$ | $4.84\times10^{-5}$ | $4.3\times10^{-5}$ | 1.888 |

The regimes meet at

$$T=\frac{h_S}{k\,(s_S/k-2\ln c_d)}=782\ {\rm K},$$

where the slope is 1.36 eV. That value is neither a barrier nor the intrinsic sum. The barrier is 0.7 eV in every row; what changes is the origin of the vacancies. At 650 K the calculation from counted vacancies and integrated flux gives 0.698 eV, so the model recovers the barrier where the theory says it should.

Two slopes of one crystal also yield the pair enthalpy. From the first and last rows,

$$h_S\simeq2(1.8877-0.7018)=2.37\ {\rm eV},$$

which is 1 percent below the input. The deficit arises because neither temperature lies fully in its limiting regime.

## What the corrected analysis still leaves out

Of the omissions estimated here, with the rough inputs chosen below, the one that shifts the slope most at 1000 K is the attraction between oppositely charged vacancies. In linear screening theory a defect of charge $+1$ is surrounded, beyond a closest distance $R$, by the charge density

$$\rho(r)=-\frac{\kappa^2e^{-\kappa(r-R)}}{4\pi r(1+\kappa R)},\qquad \kappa^2=\frac{4\pi n_{\rm ch}}{\varepsilon kT},$$

where $\varepsilon$ is the relative permittivity and $n_{\rm ch}$ the density of all charged defects. The prefactor makes the cloud hold one opposite charge:

$$\int_R^\infty4\pi r^2\rho\,dr=-\frac{\kappa^2}{1+\kappa R}\left(\frac R\kappa+\frac1{\kappa^2}\right)=-1 .$$

Its potential at the defect is

$$\frac1\varepsilon\int_R^\infty4\pi r\rho\,dr=-\frac{\kappa}{\varepsilon(1+\kappa R)} .$$

Building up the charge gradually gives half of this as free energy, and a pair has two such defects. The pair free energy is thus lowered by $\Delta=\kappa/[\varepsilon(1+\kappa R)]$, and $K$ is multiplied by $e^{\beta\Delta}$.

This raises the slope. For small $\kappa R$ and a pure crystal, $\beta\Delta\propto\beta^{3/2}c_v^{1/2}$. Its logarithmic derivative with respect to $\beta$ is $\tfrac32kT-\tfrac12E_c$, where $E_c=-d\ln c_v/d\beta$ is about 1.2 eV. The result is negative, so the attraction strengthens on heating and adds vacancies faster than the dilute law does.

For the doped crystal, with $\varepsilon=8$ and $R=a$, a self-consistent solution at 1000 K gives 1.28 times as many vacancies and a slope higher by 0.11 eV. This counts only the extra vacancies. The screening cloud also lags behind a moving vacancy and holds it back, which offsets part of the rise in slope and is not included. The permittivity is also held constant. The shift becomes 0.13 eV for $R=a/2$, 0.14 eV for $\varepsilon=7$, and 0.09 to 0.10 eV if $\varepsilon$ rises by 3 to 6 parts in $10^4$ per kelvin. It is therefore a rough size and not a correction to apply blindly. The choice $R=a$ is only a cutoff: the nearest cation and anion sites are $a/2$ apart, and two vacancies there would attract with about 0.6 eV if the same permittivity applied. That is several times $kT$, where linear screening is no longer reliable.

At low temperature the dopants bind their vacancies. Let $x$ be the free vacancy fraction and $K_b=12e^{\beta E_b}$ the binding constant for 12 neighbouring positions. If native defects are negligible, free dopants and free vacancies are equally many, and $x+K_bx^2=c_d$. Differentiating at fixed $c_d$ gives $(1+2K_bx)\,dx=-x^2dK_b$, so

$$-\frac{d\ln x}{d\beta}=E_b\,\frac{K_bx}{1+2K_bx}.$$

This tends to $E_b/2$ when most vacancies are bound, which is another half with the same origin: two equal populations share one equilibrium constant. For a rough $E_b=0.5$ eV the addition is 0.036 eV at 650 K and 0.22 eV at 400 K. Since $K_bx$ is the ratio of bound to free vacancies, the addition is already 0.12 eV when 70 percent are free. Even the slope of a doped crystal is therefore close to the barrier only while nearly all vacancies remain free.

Anion vacancies also conduct. With a rough anion barrier of 0.85 eV and the same migration entropy as the cation they raise the slope at 1000 K by 0.023 eV. This figure is sensitive to the entropy: one extra $k$ for the anion gives 0.05 eV, and a barrier of 1.1 eV with $7k$ gives 0.25 eV, more than the shift from attraction. Thermal expansion of $4\times10^{-5}$ K$^{-1}$ (a room-temperature size; the shift scales with the coefficient, which is larger in the hot crystal), acting through the factor $1/a$ alone, lowers it by 0.003 eV; the factor $1/d$ in the attempt frequency doubles this if the barrier is held fixed. Tunnelling raises the hop rate by about 0.09 percent, the zero-point energy in the well raises it by nearly as much again, and a field of 0.1 MV/cm raises the drift above its linear value by about 0.004 percent. Such a field could be applied only in short pulses, since at this conductivity it would release about $4\times10^5$ W/cm$^3$ as heat.

If the shifts from attraction, association and anion current are simply added, the slopes become 2.02 eV at 1000 K and 0.74 eV at 650 K. The two-slope estimate then gives $h_S\simeq2.57$ eV, 7 percent above the input. The neglected interactions thus distort the inferred pair enthalpy more than the finite temperature window does.

Surfaces and grain boundaries limit the use of neutrality itself. In a double layer with local potential $\phi$, the fractions in an otherwise pure crystal are $c_v=\sqrt K\,e^{\beta\phi}$ and $c_a=\sqrt K\,e^{-\beta\phi}$. Their product is still $K$, but they are unequal, and any temperature dependence of $\beta\phi$ enters the local slope. The screening length of the doped crystal is 3.7 nm at 1000 K and 24 nm at 650 K if the dopants take part in the screening; with immobile dopants the value at 650 K is 33 nm. Such layers are a tiny part of a millimetre-sized single crystal, but in grains of some tens of nanometres they can overlap at the lower temperature, and the bulk formula then loses its basis.

The inputs are only rough values for rock salt, so the absolute conductivity should not be read as a prediction for a real crystal. The chosen entropies are uncertain enough to matter here, since one extra $k$ in $s_m$ multiplies $\sigma$ by 2.7 without changing the slope. For the chosen inputs, the largest of the slope shifts estimated above at both 1000 K and 650 K comes from treating the defects as isolated: it is attraction at the higher temperature and association at the lower.

## What the argument needs

The claim of a 1.9 eV barrier should be withdrawn, because a slope from a pure crystal alone cannot separate $E_m$ from $h_S/2$. A barrier of 0.7 eV with $h_S=2.4$ eV and a barrier of 0.9 eV with $h_S=2.0$ eV give the same value. Measurements on crystals with known amounts of divalent cations would decide between them, provided they reach a range where dopants set the vacancy number and nearly all vacancies are unbound. There the conductivity should rise almost in proportion to $c_d$ at fixed temperature, while the slope stays close to $E_m$. With the rough binding energy used above and no binding entropy, this calls for doping of about 1 ppm or less, where the slope comes within 0.03 to 0.04 eV of the barrier. At 10 ppm it stays at least 0.08 eV above the barrier if the free defects do not interact, and at least 0.07 eV above it if screening is allowed to weaken the binding. Where doping or background impurities are higher, the barrier has to come from a fit of the whole curve with association included. The numerical output below lists the main computed values.

## Table of computed values

```
pair enthalpy h_S = 2.40 eV, entropy s_S = 8.0 k
hop barrier E_m = 0.70 eV, entropy s_m = 2.0 k
lattice parameter = 5.64 angstrom, jump = 3.988 angstrom
cation mass = 23.0 u, attempt frequency = 3.038e+12 1/s
dopant site fraction = 1.0e-06
kT at 1000 K = 0.08617 eV, at 650 K = 0.05601 eV
PURE CRYSTAL
vacancy fraction at 1000 K, formula = 4.8915e-05
same, counting sum = 4.8915e-05
variance/mean of pair number at 1000 K = 0.5000
hop rate at 1000 K, formula = 6.659e+09 1/s
hop rate at 1000 K, flux integral = 5.973e+09 1/s
conductivity at 1000 K, formula = 4.295e-05 S/cm
same, microscopic = 3.853e-05 S/cm
predicted slope of ln(sigma T) = 1.9000 eV
same in kJ/mol = 183.3 kJ/mol
microscopic slope, 900 to 1050 K = 1.8877 eV
slope of ln(sigma) at 1000 K = 1.8138 eV
hop-rate error if slope is read as barrier = 1.12e+06 times
CRYSTAL WITH DOPANTS
T = 650 K: c_v = 1.001e-06, c_a = 7.339e-10,
  sigma = 1.703e-08 S/cm, slope = 0.7018 eV
T = 800 K: c_v = 2.086e-06, c_a = 1.086e-06,
  sigma = 3.004e-07 S/cm, slope = 1.5216 eV
T = 900 K: c_v = 1.092e-05, c_a = 9.923e-06,
  sigma = 4.321e-06 S/cm, slope = 1.8424 eV
T = 1000 K: c_v = 4.942e-05, c_a = 4.842e-05,
  sigma = 4.339e-05 S/cm, slope = 1.8877 eV
knee temperature = 781.6 K
slope at the knee = 1.3633 eV
microscopic slope at 650 K = 0.6976 eV
h_S from slopes at 1000 and 650 K = 2.3720 eV
NEGLECTED EFFECTS (shifts of the slope)
rough inputs: permittivity 8.0, binding 0.50 eV,
  anion barrier 0.85 eV, expansion 4.0e-05 1/K
1000 K: defect attraction +0.1098 eV,
  association +0.0010 eV, anions +0.0231 eV
  vacancy gain by attraction = 1.276 times
  Debye length = 3.68 nm
650 K: defect attraction +0.0002 eV,
  association +0.0359 eV, anions +0.0001 eV
  vacancy gain by attraction = 1.000 times
  Debye length = 23.56 nm
association adds at 400 K = 0.2246 eV
anharmonic well, 1000 K = -0.0133 eV
thermal expansion, 1000 K = -0.0034 eV
tunnelling gain in rate, 1000 K = 0.089 percent
drift gain at 0.1 MV/cm, 1000 K = 0.0045 percent
```
